# Gaunt without (SS|SS) integrals: a comment on counting powers of c: test program

```python
"""Orders in 1/c of the two-electron energy classes of a 1s^2 ion.

Result under test: with L, S the large and small components,
  (LL|SS) ~ c^-2,  Gaunt (LS|LS)+(LS|SL) ~ c^-2,  (SS|SS) ~ c^-4,
so keeping Gaunt and dropping (SS|SS) leaves an error of order c^-4.
Small basis functions are sigma.p chi WITHOUT the factor 1/(2mc): all
integrals are free of c, which enters only the one-electron Hamiltonian.
Internal units are atomic units; printed energies are in eV.
Z: nuclear charge, c: speed of light, alpha = 1/c, P and Q: radial functions.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammainc, gammaln
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
C0 = 1.0 / fine_structure
Z = 48
N = 14
FIRST, RATIO = 0.05, 2.6
exponents = FIRST * Z**2 * RATIO ** np.arange(N)
mol = gto.M(atom="Cd 0 0 0", charge=Z - 2, spin=0, verbose=0,
            basis={"Cd": [[0, [float(a), 1.0]] for a in exponents]})


def one_body(name):
    """Block of one magnetic quantum number, real for s functions."""
    return mol.intor(name)[0::2, 0::2].real


def two_body(name):
    return mol.intor(name).reshape((2 * N,) * 4)


S = one_body("int1e_ovlp_spinor")
P2 = one_body("int1e_spsp_spinor")
VL = one_body("int1e_nuc_spinor")
VS = one_body("int1e_spnucsp_spinor")
coulomb = {}
for label, name in (("LLLL", "int2e_spinor"),
                    ("SSLL", "int2e_spsp1_spinor"),
                    ("SSSS", "int2e_spsp1spsp2_spinor")):
    full = two_body(name)
    # opposite magnetic quantum numbers have no Coulomb exchange
    assert abs(full[0::2, 1::2]).max() < 1e-10 * abs(full).max()
    coulomb[label] = full[0::2, 0::2, 1::2, 1::2].real.copy()
G_LSLS = two_body("int2e_ssp1ssp2_spinor")
G_LSSL = two_body("int2e_ssp1sps2_spinor")


def contract(tensor, density):
    return np.einsum("ijkl,kl->ij", tensor, density)


def solve(c, repulsion=True, ssss=True):
    """1s^2 orbital and energy; without repulsion the orbital is hydrogenic."""
    zero = np.zeros((N, N))
    metric = np.block([[S, zero], [zero, P2]])
    h = np.block([[VL, c * P2], [c * P2, VS - 2 * c**2 * P2]])
    jl, js = zero, zero
    previous = None
    for _ in range(16 if repulsion else 1):
        fock = h + np.block([[jl, zero], [zero, js]])
        vectors = eigh(fock, metric)[1]
        x = vectors[:, N]          # lowest state above the N negative ones
        xl, xs = x[:N], x[N:]
        dl, ds = np.outer(xl, xl), np.outer(xs, xs)
        if repulsion:
            jl = (contract(coulomb["LLLL"], dl)
                  + np.einsum("ijkl,ij->kl", coulomb["SSLL"], ds))
            js = contract(coulomb["SSLL"], dl)
            if ssss:
                js = js + contract(coulomb["SSSS"], ds)
        energy = 2 * x @ h @ x + np.sum(jl * dl) + np.sum(js * ds)
        change = 0.0 if previous is None else abs(energy - previous)
        previous = energy
    assert change < 1e-6
    return xl, xs, energy


def gaunt_energy(xl, xs):
    """Direct minus exchange of -alpha1.alpha2/r12 over both spinors."""
    large = np.zeros((2 * N, 2))
    small = np.zeros((2 * N, 2))
    for m in (0, 1):
        large[m::2, m] = xl
        small[m::2, m] = xs
    path = "pqrs,pa,qb,rc,sd->abcd"
    g = np.einsum(path, G_LSLS, large, small, large, small, optimize=True)
    g = g + np.einsum(path, G_LSSL, large, small, small, large, optimize=True)
    g = g + g.conj().transpose(1, 0, 3, 2)
    value = -0.5 * (np.einsum("aabb", g) - np.einsum("abba", g))
    assert abs(value.imag) < 1e-9 * abs(value)
    return value.real


def classes(xl, xs):
    dl, ds = np.outer(xl, xl), np.outer(xs, xs)
    return np.array([np.sum(contract(coulomb["LLLL"], dl) * dl),
                     2 * np.sum(contract(coulomb["SSLL"], dl) * ds),
                     gaunt_energy(xl, xs),
                     np.sum(contract(coulomb["SSSS"], ds) * ds)])


def hydrogenic_radial(c):
    """Same four energies from exact Dirac 1s functions by radial quadrature."""
    za = Z / c
    gam = np.sqrt(1 - za**2)
    t = (1 - gam) / za
    a = 2 * gam + 1

    def rho(x):
        return np.exp((a - 1) * np.log(x) - x - gammaln(a))

    x0 = 4 * Z * quad(lambda x: rho(x) / x * gammainc(a, x), 0, 80,
                      points=[1, 5, 20], limit=200)[0]
    x1 = 4 * Z * quad(lambda x: rho(x) / x**2 * a * gammainc(a + 1, x), 0, 80,
                      points=[1, 5, 20], limit=200)[0]
    w = 1 / (1 + t**2) ** 2
    return np.array([w * x0, 2 * t**2 * w * x0,
                     8 / 3 * t**2 * w * x1, t**4 * w * x0])


# The 1s transition current f(r) r x s has no divergence (any radial f).
xyz = sp.symbols("x y z", real=True)
spin = sp.Matrix(sp.symbols("s1 s2 s3"))
radius = sp.sqrt(sum(q**2 for q in xyz))
current = sp.Function("f")(radius) * sp.Matrix(xyz).cross(spin)
divergence = sum(sp.diff(current[i], xyz[i]) for i in range(3))
assert sp.simplify(divergence.doit()) == 0

# Gaussian spinor integrals against exact hydrogenic radial functions.
hl, hs, h_energy = solve(C0, repulsion=False)
exact_energy = 2 * C0**2 * (np.sqrt(1 - (Z / C0) ** 2) - 1)
assert abs(h_energy / exact_energy - 1) < 1e-4
h_gauss, h_exact = classes(hl, hs), hydrogenic_radial(C0)
assert np.allclose(h_gauss, h_exact, rtol=3e-3, atol=0)

# Leading power-law coefficients, tested where Z/c is small.
c_far = 8 * C0
leading_far = np.array([5 * Z / 8, 5 * Z**3 / (16 * c_far**2),
                        Z**3 / (4 * c_far**2), 5 * Z**5 / (128 * c_far**4)])
far_l, far_s, _ = solve(c_far, repulsion=False)
assert np.allclose(classes(far_l, far_s), leading_far, rtol=0.02, atol=0)

# Self-consistent orbitals at scaled c.
scales = np.array([1, 2, 4, 8])
table, errors, weights, totals = [], [], [], []
for scale in scales:
    xl, xs, energy = solve(scale * C0)
    yl, ys, energy_dropped = solve(scale * C0, ssss=False)
    parts = classes(xl, xs)
    table.append(parts)
    errors.append(energy_dropped + gaunt_energy(yl, ys) - energy - parts[2])
    weights.append(xs @ P2 @ xs)
    totals.append(energy)
table, errors = np.array(table), np.array(errors)
weights = np.array(weights)


def slopes(values):
    return np.diff(np.log(np.abs(values))) / np.log(2)


order = [slopes(table[:, k]) for k in range(4)]
for k, expected in enumerate((0, -2, -2, -4)):
    assert abs(order[k][-1] - expected) < 0.04
order_error, order_weight = slopes(errors), slopes(weights)
assert abs(order_error[-1] + 4) < 0.06
assert abs(order_weight[-1] + 2) < 0.04
assert abs(errors[0] / table[0, 3] + 1) < 0.05

names = ("(LL|LL)", "(LL|SS)", "Gaunt", "(SS|SS)")
print(f"nuclear charge Z = {Z}, electrons = {mol.nelectron}")
print(f"physical c = {C0:.6f} atomic units; Z*alpha = {Z / C0:.5f}")
print(f"s Gaussians = {N}, exponent ratio = {RATIO}")
print(f"smallest exponent = {exponents[0]:.2f} bohr^-2")
print(f"largest exponent = {exponents[-1]:.4e} bohr^-2")
print("Hydrogenic 1s^2, no repulsion in the orbitals, physical c:")
print(f"  one-electron sum, Gaussian basis = {h_energy * EV:.3f} eV")
print(f"  one-electron sum, exact Dirac    = {exact_energy * EV:.3f} eV")
for k in range(4):
    print(f"  {names[k]}: Gaussian {h_gauss[k] * EV:.4f} eV, "
          f"radial {h_exact[k] * EV:.4f} eV")
print("Self-consistent 1s^2, Dirac-Hartree-Fock orbitals:")
print(f"  Dirac-Coulomb energy, physical c = {totals[0] * EV:.3f} eV")
for i, scale in enumerate(scales):
    print(f"  c scaled by {scale}:")
    print("    " + ", ".join(f"{names[k]} {table[i, k] * EV:.5g} eV"
                             for k in range(4)))
    print(f"    small-component weight = {weights[i]:.4e}")
    print(f"    error, Gaunt kept and (SS|SS) dropped = "
          f"{errors[i] * EV:.4e} eV")
print("Powers of c between scales 1-2, 2-4, 4-8:")
for k in range(4):
    print(f"  {names[k]}: " + ", ".join(f"{v:.3f}" for v in order[k]))
print("  small weight: " + ", ".join(f"{v:.3f}" for v in order_weight))
print("  dropping error: " + ", ".join(f"{v:.3f}" for v in order_error))
print(f"(SS|SS)/Gaunt, self-consistent = {table[0, 3] / table[0, 2]:.5f}")
print(f"(5/32)(Z alpha)^2, leading ratio = {5 / 32 * (Z / C0)**2:.5f}")
print("all good")
```

It prints:

```
nuclear charge Z = 48, electrons = 2
physical c = 137.035999 atomic units; Z*alpha = 0.35027
s Gaussians = 14, exponent ratio = 2.6
smallest exponent = 115.20 bohr^-2
largest exponent = 2.8583e+07 bohr^-2
Hydrogenic 1s^2, no repulsion in the orbitals, physical c:
  one-electron sum, Gaussian basis = -64745.497 eV
  one-electron sum, exact Dirac    = -64745.937 eV
  (LL|LL): Gaussian 802.9678 eV, radial 802.9787 eV
  (LL|SS): Gaussian 52.5338 eV, radial 52.5347 eV
  Gaunt: Gaussian 41.6323 eV, radial 41.6328 eV
  (SS|SS): Gaussian 0.8593 eV, radial 0.8593 eV
Self-consistent 1s^2, Dirac-Hartree-Fock orbitals:
  Dirac-Coulomb energy, physical c = -63892.513 eV
  c scaled by 1:
    (LL|LL) 797.24 eV, (LL|SS) 51.531 eV, Gaunt 40.807 eV, (SS|SS) 0.8327 eV
    small-component weight = 3.1258e-02
    error, Gaunt kept and (SS|SS) dropped = -8.3106e-01 eV
  c scaled by 2:
    (LL|LL) 807.06 eV, (LL|SS) 12.425 eV, Gaunt 9.9096 eV, (SS|SS) 0.047818 eV
    small-component weight = 7.6273e-03
    error, Gaunt kept and (SS|SS) dropped = -4.7795e-02 eV
  c scaled by 4:
    (LL|LL) 809.49 eV, (LL|SS) 3.0796 eV, Gaunt 2.4604 eV, (SS|SS) 0.002929 eV
    small-component weight = 1.8958e-03
    error, Gaunt kept and (SS|SS) dropped = -2.9287e-03 eV
  c scaled by 8:
    (LL|LL) 810.09 eV, (LL|SS) 0.76827 eV, Gaunt 0.61406 eV, (SS|SS) 0.00018215 eV
    small-component weight = 4.7327e-04
    error, Gaunt kept and (SS|SS) dropped = -1.8215e-04 eV
Powers of c between scales 1-2, 2-4, 4-8:
  (LL|LL): 0.018, 0.004, 0.001
  (LL|SS): -2.052, -2.012, -2.003
  Gaunt: -2.042, -2.010, -2.002
  (SS|SS): -4.122, -4.029, -4.007
  small weight: -2.035, -2.008, -2.002
  dropping error: -4.120, -4.029, -4.007
(SS|SS)/Gaunt, self-consistent = 0.02041
(5/32)(Z alpha)^2, leading ratio = 0.01917
all good
```
